\section*{Fourier's law in an unpinned harmonic chain with self-consistent reservoirs}

\section{Definitions and conventions}

The chain has $N\ge 2$ equal masses $m$ at spacing $a$, joined by springs of constant $K$. Site $l$ has displacement $x_l$ and velocity $v_l$. There is no on-site potential and the ends are free. With the stretches
\begin{equation}
r_l=x_{l+1}-x_l\quad(1\le l\le N-1),\qquad r_0=r_N=0,
\end{equation}
the equations of motion are
\begin{align}
\dot r_l&=v_{l+1}-v_l,\\
m\dot v_l&=K(r_l-r_{l-1})-mgv_l+\xi_l(t).\label{eom}
\end{align}
Here $g$ is the momentum damping rate: a free particle loses momentum as $e^{-gt}$. The forces $\xi_l$ are independent Gaussian white noises,
\begin{equation}
\langle\xi_l(t)\xi_j(t')\rangle=2mgk_BT_l\,\delta_{lj}\,\delta(t-t').\label{noise}
\end{equation}

Every site, including both ends, has the same $g$. The end reservoirs are held at $T_1=T_L$ and $T_N=T_R$. Each interior $T_l$ is chosen so that its reservoir supplies no mean heat. The kinetic temperature is $\theta_l=m\langle v_l^2\rangle/k_B$, and averages are taken in the stationary state. The centre of mass diffuses, so $\langle x_l^2\rangle$ has no stationary value; stretches and velocities do. The current $J$ is positive towards larger $l$. For a single chain it is a power, so the conductivity $\kappa$ has the unit W\,m/K.

\section{Heat and current}

The noise raises $\langle v_l^2\rangle$ at the rate $2gk_BT_l/m$, hence the kinetic energy at the rate $gk_BT_l$. Friction removes $mg\langle v_l^2\rangle$. Reservoir $l$ therefore supplies
\begin{equation}
h_l=gk_B(T_l-\theta_l),\label{heat}
\end{equation}
and the interior condition $h_l=0$ means $T_l=\theta_l$.

Bond $l$ exerts the force $-Kr_l$ on site $l+1$, so it delivers the power
\begin{equation}
J_l=-K\langle r_lv_{l+1}\rangle .\label{current}
\end{equation}
It takes the same power from site $l$, because its mean energy is constant: $K\langle r_l(v_{l+1}-v_l)\rangle=0$. Energy balance at a site reads $h_l+J_{l-1}-J_l=0$. Thus $J_l=J$ on all bonds, with $J=h_1=-h_N$.

\section{Stationary covariances}

Define $R_{ij}=\langle r_ir_j\rangle$, $W_{ij}=\langle r_iv_j\rangle$ and $V_{ij}=\langle v_iv_j\rangle$. Setting the time derivatives of $R_{ij}$, $W_{ij}$ and $V_{ij}$ to zero gives, in turn,
\begin{align}
0&=W_{i,j+1}-W_{ij}+W_{j,i+1}-W_{ji},\label{Req}\\
gW_{ij}&=V_{i+1,j}-V_{ij}+\frac Km(R_{ij}-R_{i,j-1}),\label{Weq}\\
2g\Big(V_{ij}-\frac{k_BT_i}{m}\delta_{ij}\Big)
&=\frac Km(W_{ij}-W_{i-1,j}+W_{ji}-W_{j-1,i}).\label{Veq}
\end{align}
Any element containing $r_0$ or $r_N$ is zero.

Try uncorrelated velocities and uncorrelated stretches,
\begin{equation}
V_{ij}=\frac{k_B\theta_i}{m}\delta_{ij},\qquad R_{ij}=\rho_i\delta_{ij}.
\end{equation}
Equation \eqref{Weq} then leaves two nonzero elements for each bond:
\begin{equation}
gW_{ii}=\frac{K\rho_i-k_B\theta_i}{m},\qquad
gW_{i,i+1}=\frac{k_B\theta_{i+1}-K\rho_i}{m}.
\end{equation}
Equation \eqref{Req} with $i=j$ requires them to be equal. This fixes
\begin{equation}
\rho_i=\frac{k_B(\theta_i+\theta_{i+1})}{2K},\qquad
W_{ii}=W_{i,i+1}=w_i=\frac{k_B(\theta_{i+1}-\theta_i)}{2mg}.\label{w}
\end{equation}

The remaining equations are checked by the distance between indices.
\begin{itemize}
\item Equation \eqref{Req}, $j=i+1$: the terms are $0-w_i+w_{i+1}-0$. Hence all $w_i$ equal one value $w$, and $\theta_{i+1}-\theta_i=d$ is the same on every bond.
\item Equation \eqref{Veq}, $j=i+1$: the right side is proportional to $w-0+0-w=0$, as the diagonal $V$ requires.
\item Equation \eqref{Veq}, $i=j$ in the interior: the right side is $2(K/m)(w-w)=0$, so $\theta_i=T_i$. This is the self-consistency condition.
\item For $|i-j|\ge2$, every term in \eqref{Req} and \eqref{Veq} vanishes.
\end{itemize}
The two end sites remain. From \eqref{current} and \eqref{w},
\begin{equation}
J=-Kw=-\frac{k_BK}{2mg}\,d .
\end{equation}
Since $d=a\,dT/dx$, this is Fourier's law,
\begin{equation}
J=-\kappa\frac{dT}{dx},\qquad \boxed{\kappa=\frac{k_BKa}{2mg}} .\label{kappa}
\end{equation}
With free ends it holds on every bond for any $N\ge2$ and $g>0$, provided that the gradient is that of the kinetic temperature.

\section{End contacts and the long-chain limit}

At site 1 the term $W_{0,1}$ is absent, and \eqref{Veq} gives $k_B(\theta_1-T_L)=Kw/g$. At site $N$ the term $W_{NN}$ is absent, and $k_B(\theta_N-T_R)=-Kw/g$. Define
\begin{equation}
\lambda=\frac{K}{mg^2}.
\end{equation}
Inserting $w=k_Bd/(2mg)$ gives
\begin{equation}
\theta_1=T_L+\frac{\lambda d}{2},\qquad \theta_N=T_R-\frac{\lambda d}{2}.\label{ends}
\end{equation}
Subtracting these and using $\theta_N-\theta_1=(N-1)d$,
\begin{equation}
d=\frac{T_R-T_L}{N-1+\lambda},\qquad
J=\frac{k_BK}{2mg}\,\frac{T_L-T_R}{N-1+\lambda}.\label{J}
\end{equation}
The total resistance separates into bulk and contacts:
\begin{equation}
\frac{T_L-T_R}{J}=\frac{(N-1)a}{\kappa}+\frac{2}{k_Bg}.\label{res}
\end{equation}
Each contact contributes $1/(k_Bg)$, because heat enters one site through a damping channel of conductance $k_Bg$.

If only the reservoir temperatures are used, the apparent conductivity is
\begin{equation}
\kappa_{\rm app}=\frac{J(N-1)a}{T_L-T_R}=\kappa\,\frac{N-1}{N-1+\lambda}.\label{app}
\end{equation}
It approaches $\kappa$ when $N-1\gg\lambda$. Halving $g$ quadruples the length needed.

In the opposite limit, $N-1\ll\lambda$, equation \eqref{J} becomes $J\simeq gk_B(T_L-T_R)/2$. The contacts then set the current, and length hardly matters. At fixed $N$, $K$ and $m$,
\begin{equation}
J\propto\frac{g}{(N-1)g^2+K/m},
\end{equation}
which is largest at
\begin{equation}
g_*=\sqrt{\frac{K}{m(N-1)}},\qquad J_*=\frac{k_Bg_*(T_L-T_R)}{4}.\label{opt}
\end{equation}
At this damping $\lambda=N-1$, so bulk and contacts have equal resistance.

\section{Uniqueness of the solution}

Without noise, the energy $E=\tfrac12m\sum v_l^2+\tfrac12K\sum r_l^2$ obeys $\dot E=-mg\sum v_l^2$. A motion that did not decay would need $v_l=0$ at all times. Then $r_l=r_{l-1}$ for every $l$, and $r_0=0$ makes all stretches zero. The dynamics of $(r,v)$ is therefore stable, and given reservoir temperatures fix a unique covariance.

Let $G_{ij}(t)$ be the velocity of site $i$ at time $t$ after site $j$ received unit velocity. Adding the independent noises gives
\begin{equation}
\theta_i=\sum_jM_{ij}T_j,\qquad M_{ij}=2g\int_0^\infty G_{ij}(t)^2\,dt.\label{M}
\end{equation}
All $M_{ij}$ are positive, since the springs connect every pair of sites and $G_{ij}$ is not identically zero. Equal reservoir temperatures give equilibrium, so each row of $M$ sums to one.

Let $u_i$ be the difference of two self-consistent profiles. Then $u_1=u_N=0$, and each interior $u_i$ is an average of all $u_j$ with positive weights. A positive maximum in the interior cannot be such an average, because $u_1=0$ lies below it. A negative minimum is excluded likewise. Hence $u=0$.

\section{Reading in terms of modes}

For an undamped infinite chain,
\begin{equation}
\omega_k=2\sqrt{\frac Km}\left|\sin\frac{ka}{2}\right|,\qquad
v_k^2=\frac{a^2K}{m}\cos^2\frac{ka}{2},
\end{equation}
where $v_k$ is the group velocity. A weakly damped mode has amplitude $e^{-gt/2}$ and loses energy at rate $g$. In a temperature gradient, balancing drift against relaxation gives the energy deviation $\delta\varepsilon_k=-(k_Bv_k/g)\,dT/dx$. Summing $v_k\delta\varepsilon_k$ yields
\begin{equation}
\kappa=\frac{k_B}{g}\int_{-\pi/a}^{\pi/a}\frac{dk}{2\pi}\,v_k^2
=\frac{k_B}{g}\,\frac{a^2K}{m}\,\frac{1}{2a}=\frac{k_BKa}{2mg}.\label{modes}
\end{equation}
This derivation assumes $\omega_k\gg g/2$, so it does not cover the longest waves, which are overdamped and do not travel as wave packets. The covariance solution does not need that condition.

\section{Fixed walls}

Now attach the end masses to walls, $x_0=x_{N+1}=0$, so that $r_0=x_1$ and $r_N=-x_N$ no longer vanish. Add \eqref{Weq} for $j=i$ and $j=i+1$. The off-diagonal velocity terms and $R_{ii}$ cancel. Since $W_{ii}=W_{i,i+1}=-J/K$ still holds,
\begin{equation}
k_B(\theta_{i+1}-\theta_i)=-\frac{2mgJ}{K}-K(R_{i,i+1}-R_{i-1,i}).
\end{equation}
Summing from $i=1$ to $N-1$ leaves the boundary correlations:
\begin{equation}
k_B(\theta_N-\theta_1)=-\frac{2mgJ(N-1)}{K}-K(R_{N-1,N}-R_{0,1}).
\end{equation}

Their size for a long chain follows from $Z_{ij}=\langle x_iv_j\rangle$, which is antisymmetric because $\langle x_ix_j\rangle$ is stationary. Let $\Phi$ be the spring matrix, with $2K$ on the diagonal and $-K$ beside it, and let $X_{ij}=\langle x_ix_j\rangle$. Stationarity of $Z$ and its transpose give
\begin{equation}
X\Phi=m(V-gZ),\qquad \Phi X=m(V+gZ).
\end{equation}
Forming $\Phi X\Phi$ in both ways gives $\Phi V-V\Phi=g(\Phi Z+Z\Phi)$. For $i\ne j$, stationarity of $V$ gives $V_{ij}=(Z\Phi-\Phi Z)_{ij}/(2mg)$; beside the diagonal this is $V_{i,i+1}=K(Z_{i-1,i+1}-Z_{i,i+2})/(2mg)$. With the $Z$ found below, these elements fall as $1/i^2$ with distance from the wall, and they enter $\Phi V-V\Phi$ only through further differences. To leading order far from the walls, $V$ may therefore be taken diagonal here. For $j\ge i+2$, $Z$ then obeys the discrete Laplace equation. It is zero at the walls, and \eqref{current} gives $Z_{i,i+1}=J/K$.

Near the left wall this is a $45^\circ$ corner, with $Z=(J/K)(4\varphi/\pi)$ and $\varphi$ measured from the wall side. At distance $\sqrt2\,i$ from the corner, a step of $1/\sqrt2$ away from the diagonal lowers $Z$ by $2J/(\pi Ki)$. The equation for $j=i+1$ becomes
\begin{align}
-\frac{k_B(\theta_{i+1}-\theta_i)}{m}
&=g\left[\frac{4J}{K}-\frac{2J}{K}\Big(1-\frac{2}{\pi i}\Big)\right]\nonumber\\
&=\frac{2gJ}{K}\Big(1+\frac{2}{\pi i}\Big).
\end{align}
The other wall acts in the same way. Summing over sites,
\begin{equation}
k_B(\theta_1-\theta_N)\simeq\frac{2mgJ}{K}\Big[N+\frac4\pi\ln N+{\rm const}\Big].\label{log}
\end{equation}
The relative correction falls as $\ln N/N$, so $\kappa$ is unchanged, but convergence is slow. The constant depends on $\lambda$, and these asymptotic forms set in only at distances from the wall of several times $\sqrt\lambda$ sites, the scale of the mean free path $v_k/g$. For $\lambda=40$ the excess added by doubling the length is 2.1 bulk sites from 12 to 24 sites, 0.93 from 48 to 96 and 0.89 from 96 to 192, approaching $(4/\pi)\ln2$ from above.

Numerical solution of the covariance equations for $m=K=g=1$ shows this. The resistance per added site exceeds the bulk value by 7.5\% between 12 and 24 sites and by 3.7\% between 24 and 48. The second doubling adds an excess equal to 0.886 bulk sites, against $(4/\pi)\ln2=0.883$ from \eqref{log}.

\section{Frequency form and quantum noise}

For free ends, let $\Phi$ now be the free-chain spring matrix and $G(\omega)=[\Phi-m\omega^2-img\omega]^{-1}$. Noise from reservoir $j$ makes site $i$ dissipate
\begin{align}
mg\langle v_i^2\rangle_j
&=mg\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\omega^2|G_{ij}|^2\,2mgk_BT_j\nonumber\\
&=\int_0^\infty\frac{d\omega}{2\pi}\,4(mg\omega)^2|G_{ij}|^2\,k_BT_j.
\end{align}
Since $G$ is symmetric, the net heat from $i$ to $j$ has $k_B(T_i-T_j)$ in place of $k_BT_j$.

For quantum noise, $k_BT$ is replaced by $(\hbar\omega/2)\coth(\hbar\omega/2k_BT)$. For small temperature differences this multiplies the classical integrand by
\begin{equation}
\left(\frac{y}{\sinh y}\right)^2\simeq1-\frac{y^2}{3},\qquad y=\frac{\hbar\omega}{2k_BT}.
\end{equation}
The interior condition is again zero mean heat. Averaging $\omega_k^2$ with the weight $v_k^2$ of \eqref{modes} gives $K/m$, so for weak damping and high temperature
\begin{equation}
\frac{\kappa_{\rm q}}{\kappa}\simeq1-\frac{\hbar^2K/m}{12(k_BT)^2}.\label{quantum}
\end{equation}

\section{Numerical procedure}

Write $y=(r,v)$ and $\dot y=Ay+{}$noise. For each site $j$, solve the Lyapunov equation $AC^{(j)}+C^{(j)}A^{\rm T}=-B^{(j)}$, where $B^{(j)}$ has the single entry $2gk_B/m$ at $v_j$. The velocity diagonal of $C^{(j)}$, times $m/k_B$, is column $j$ of $M$. Then solve $T_i=\sum_jM_{ij}T_j$ for the interior sites with $T_1$ and $T_N$ given, and obtain $J$ from \eqref{heat} at site 1. This route also serves for unequal springs, and for unequal masses if $m_j$ is used in $B^{(j)}$ and $m_i$ in row $i$ of $M$. The closed solution above does not apply in those cases.

In a time-stepping simulation, a mode of frequency $\omega$ decays as $e^{st}$ with $s^2+gs+\omega^2=0$. The slowest stretch mode has $\omega_1=2\sqrt{K/m}\,\sin(\pi/2N)$. When $\omega_1\ll g/2$, its relaxation time at fixed reservoir temperatures is
\begin{equation}
\frac{g}{\omega_1^2}\simeq\frac{mgN^2}{\pi^2K},
\end{equation}
so the initial transient grows as $N^2$. This is the time for the mode amplitude; covariances, and with them temperatures and current, relax twice as fast at fixed reservoir temperatures. If the interior $T_l$ instead follow the instantaneous $\theta_l$, heat diffusion sets the slowest time, about $2mgN^2/(\pi^2K)$ for a long chain. The worked example below has $\omega_1\approx g/2$ and lies outside the condition $\omega_1\ll g/2$.

\section{Worked example}

The parameters are round model values in atomic units and represent no particular material: $m=50000$, $K=0.02$, $a=5$, $g=10^{-4}$ and $N=41$. The ends are at 610 and 590~K, and $k_B=3.1668\times10^{-6}$ hartree/K. Then
\begin{align}
\lambda&=\frac{0.02}{50000\times10^{-8}}=40,\\
\kappa&=\frac{3.1668\times10^{-6}\times0.02\times5}{2\times50000\times10^{-4}}
=3.167\times10^{-8},
\end{align}
in hartree\,bohr per atomic time unit and kelvin, or $3.02\times10^{-19}$ W\,m/K. The temperature step and current are
\begin{align}
d&=\frac{590-610}{40+40}=-0.25\ {\rm K},\\
J&=\frac{3.167\times10^{-8}\times0.25}{5}=1.583\times10^{-9},
\end{align}
the latter in hartree per atomic time unit, or $2.85\times10^{-10}$ W.

By \eqref{ends}, the kinetic temperature runs from 605~K at the first site to 595~K at the last. Half of the 20~K is lost at the contacts. Bulk and contacts each have the resistance $6.32\times10^{9}$ K per (hartree/atomic time unit). Since $\lambda=N-1$, this $g$ is also the optimum damping \eqref{opt} for 41 sites.

With all other settings held fixed, $\kappa_{\rm app}/\kappa$ is 0.500 for 41 sites, 0.909 for 401 and 0.990 for 4001. A conductivity taken from the reservoir temperatures of the shortest chain would thus be half the bulk value. The kinetic temperature gradient gives $\kappa$ at each of these lengths.

\section{Limits of validity}

At 600~K the highest mode has $\hbar\omega/k_BT=0.666$. Equation \eqref{quantum} gives $1-(0.333)^2/12=0.991$. Numerical frequency integration, using the resistance added between 41 and 81 sites, also gives 0.991. Quantum noise thus lowers the example's conductivity by about 0.9\%. The correction grows as $T^{-2}$ on cooling until the expansion fails.

The rms thermal stretch is $\sqrt{k_BT/K}=0.31$ bohr, or 6\% of the spacing. Whether harmonic springs suffice at that strain depends on the anharmonic terms of the bond, which this model does not contain.

The reservoirs stand for scattering, but they remove momentum from every mode at the same rate $g$. Summing \eqref{eom} over sites cancels the spring forces, so the mean total momentum decays as $e^{-gt}$. Equation \eqref{kappa} therefore does not describe an isolated chain whose internal collisions conserve momentum, nor a crystal whose scattering rate depends strongly on frequency. In such cases $g$ is a fitted parameter, and a value fitted at one length or temperature need not hold at another.
